# Terms of the e² configuration in the negative nitrogen-vacancy centre

## The problem

The negative nitrogen-vacancy centre in diamond has six electrons in the dangling bonds around the vacancy. Four fill two orbitals of symmetry $a_1$, and two occupy a degenerate pair of symmetry $e$. The point group is $C_{3v}$: a threefold axis through the nitrogen atom and the vacancy, and three mirror planes containing it.

Let $x$ and $y$ be real, orthonormal partners of the $e$ orbital. One mirror leaves $x$ unchanged and reverses $y$. The threefold rotation gives

$$x'=cx+sy,\qquad y'=-sx+cy,\qquad c=-\tfrac12,\quad s=\tfrac{\sqrt3}{2}.$$

The repulsion between two orbital densities is written

$$(pq|rs)=\int\!\!\int \frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{\kappa|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

where the constant $\kappa>0$ is a crude allowance for screening by the crystal. Define $J_{xx}=(xx|xx)$, $J_{yy}=(yy|yy)$, $J_{xy}=(xx|yy)$ and the exchange integral $K=(xy|xy)$. Atomic units are used. Spin-orbit coupling, spin-spin coupling and lattice relaxation are neglected, and the filled orbitals stay filled until Variation 1.

1. Construct the spin and orbital states of $e^2$ and name their terms.
2. Find their energies in terms of $J_{xx}$, $J_{xy}$ and $K$.
3. Use symmetry to express all energy differences through $K$, and decide the order of the terms.
4. Evaluate the differences for a model of three carbon dangling bonds.

## Hints

**Hint 1.** Count the determinants first. Then sort the four products $xx$, $yy$, $xy$, $yx$ by their behaviour when the electrons are exchanged. In a product, the first letter belongs to electron 1 and the second to electron 2.

**Hint 2.** A matrix element of the repulsion between products is $\langle pq|V|rs\rangle=(pr|qs)$: electron 1 supplies the density $pr$ and electron 2 the density $qs$.

**Hint 3.** Compare the transformation of the densities $xx-yy$ and $-2xy$ with that of $x$ and $y$. A rotation cannot change the repulsion between two densities when it acts on both.

**Hint 4.** The sign of $K$ follows from the Fourier representation of $1/|\mathbf r-\mathbf r'|$.

## Full solution

### 1. The states

Two orbitals with two spin directions give four spin-orbitals, and two electrons can occupy them in $\binom42=6$ ways. The total wavefunction must change sign when the electrons are exchanged. An antisymmetric orbital part therefore goes with the three symmetric spin functions of a triplet, and a symmetric orbital part with the one antisymmetric spin function of a singlet.

There is one antisymmetric orbital combination,

$$\Phi=\frac{xy-yx}{\sqrt2},$$

and there are three symmetric ones, which we take as

$$u=\frac{xx-yy}{\sqrt2},\qquad w=-\frac{xy+yx}{\sqrt2},\qquad \Sigma=\frac{xx+yy}{\sqrt2}.$$

This gives $3\times1+1\times3=6$ states, as required.

To name the terms, rotate both electrons. For the antisymmetric combination,

$$x'y'-y'x'=(cx+sy)(-sx+cy)-(-sx+cy)(cx+sy).$$

The coefficients of $xx$ and $yy$ cancel, while $xy$ receives $c^2+s^2$ and $yx$ receives $-(s^2+c^2)$. Since $c^2+s^2=1$, $\Phi$ is unchanged. The mirror reverses $y$ and hence $\Phi$. A state that is invariant under the rotation and odd under the mirror has symmetry $A_2$, so the triplet is $^3A_2$.

For $\Sigma$,

$$x'x'+y'y'=(c^2+s^2)(xx+yy)+(cs-sc)(xy+yx)=xx+yy.$$

It is also even under the mirror, so this singlet is $^1A_1$.

The other two combinations obey

$$x'x'-y'y'=(c^2-s^2)(xx-yy)+2cs(xy+yx),$$

$$x'y'+y'x'=-2cs(xx-yy)+(c^2-s^2)(xy+yx).$$

For the threefold rotation $c^2-s^2=-\tfrac12=c$ and $2cs=-\tfrac{\sqrt3}2=-s$. With the minus sign in the definition of $w$, these equations become

$$u'=cu+sw,\qquad w'=-su+cw.$$

This is the law obeyed by $x$ and $y$. Under the mirror $u$ is even and $w$ is odd, again like $x$ and $y$. The pair is therefore $^1E$.

### 2. The energies

First consider the filled orbitals. Each $e$ electron feels their direct and exchange potentials, which together with the kinetic energy and the nuclear attraction form a one-electron operator $f$ with the full symmetry of the centre. The mirror makes $f_{xy}=0$. The rotation then requires

$$f_{xx}=c^2f_{xx}+s^2f_{yy},$$

and since $1-c^2=s^2\neq0$, $f_{xx}=f_{yy}$. All six states thus receive the same energy $2f_{xx}$, besides the energy of the filled shells. Only the repulsion between the two $e$ electrons can separate the terms.

For the triplet,

$$\langle\Phi|V|\Phi\rangle=\tfrac12\big[(xx|yy)+(yy|xx)-(xy|yx)-(yx|xy)\big]=J_{xy}-K.$$

The two minus signs come from the cross terms between $xy$ and $-yx$. In $w$ the cross terms have the opposite sign, and the overall minus sign of $w$ drops out:

$$\langle w|V|w\rangle=J_{xy}+K.$$

For the other two singlets we need $\langle xx|V|yy\rangle=(xy|xy)=K$. Hence

$$\langle u|V|u\rangle=\tfrac12(J_{xx}+J_{yy})-K,\qquad
\langle\Sigma|V|\Sigma\rangle=\tfrac12(J_{xx}+J_{yy})+K.$$

States of different symmetry are not coupled by $V$, and neither are $u$ and $w$, which have opposite mirror parity. These diagonal elements are therefore the energies within the configuration.

### 3. Reduction to one integral

Introduce the one-electron densities

$$\rho_u=xx-yy,\qquad \rho_w=-2xy,\qquad \rho_0=xx+yy.$$

Here the products are ordinary products at one point in space. The algebra of part 1 still applies, so $(\rho_u,\rho_w)$ transforms like $(x,y)$, and $\rho_0$ is invariant.

The mirror gives $(\rho_w|\rho_0)=0$. Rotating both densities in $(\rho_u|\rho_0)$ then gives

$$(\rho_u|\rho_0)=c(\rho_u|\rho_0)+s(\rho_w|\rho_0)=c(\rho_u|\rho_0).$$

Because $c\neq1$, the integral vanishes. Written out, it is $J_{xx}-J_{yy}$, so $J_{xx}=J_{yy}$.

Next rotate both densities in $(\rho_u|\rho_u)$. The cross term $(\rho_u|\rho_w)$ vanishes by the mirror, and

$$(\rho_u|\rho_u)=c^2(\rho_u|\rho_u)+s^2(\rho_w|\rho_w).$$

Subtracting the first term on the right and dividing by $s^2$ gives $(\rho_u|\rho_u)=(\rho_w|\rho_w)$. The left side is $J_{xx}+J_{yy}-2J_{xy}=2J_{xx}-2J_{xy}$, and the right side is $4K$. Therefore

$$J_{xx}-J_{xy}=2K.$$

This makes the two $^1E$ energies equal, since $J_{xx}-K=J_{xy}+K$. It also gives the differences

$$E(^1E)-E(^3A_2)=(J_{xy}+K)-(J_{xy}-K)=2K,$$

$$E(^1A_1)-E(^3A_2)=(J_{xx}+K)-(J_{xy}-K)=4K.$$

The order depends on the sign of $K$. Use

$$\frac1{|\mathbf r-\mathbf r'|}=\frac1{2\pi^2}\int\frac{e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}}{k^2}\,d^3k.$$

With $\tilde\rho(\mathbf k)=\int x(\mathbf r)y(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, the two spatial integrals become $\tilde\rho$ and its complex conjugate:

$$K=\frac1{2\pi^2\kappa}\int\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\,d^3k>0.$$

The inequality is strict because the product $xy$ is not zero everywhere. Thus

$$E(^3A_2)<E(^1E)<E(^1A_1),$$

with equal spacings $2K$ in this single configuration.

The triplet and the singlet $w$ both have one electron in $x$ and one in $y$. They differ in the sign of the exchange term. The orbital part of the triplet vanishes when the electrons meet, which lowers their repulsion. In $u$ and $\Sigma$ the electrons share an orbital, either both in $x$ or both in $y$. The repulsion transfers the pair between these orbitals with amplitude $K$, and the relative sign of $xx$ and $yy$ decides whether this lowers or raises the energy.

### 4. Three carbon dangling bonds

Place three carbon atoms 2.9 bohr from the vacancy, in tetrahedral directions. Each carries an $sp^3$ hybrid $h_i$ pointing at the vacancy, built from the 2s and 2p functions of the STO-3G basis. The symmetry combinations are

$$a\propto h_1+h_2+h_3,\qquad x\propto2h_1-h_2-h_3,\qquad y\propto h_2-h_3,$$

each normalized with the overlap 0.124 between two hybrids. The nitrogen hybrid lies on the axis and has symmetry $a_1$, so it cannot enter $x$ or $y$. It is left out of $a$ as well, which matters only in the variations. Orthogonality to the carbon 1s cores is neglected. With the round choice $\kappa=5$, the integrals are

$$J_{xx}=0.10562,\qquad J_{xy}=0.07172,\qquad K=0.01695\ \text{hartree}.$$

The symmetry relation can be read off: $J_{xx}-J_{xy}=0.03390$ hartree, equal to $2K$. A separate evaluation of the Fourier integral also gives $K=0.01695$ hartree.

The repulsion energies of the terms, in hartree, are

$$\begin{aligned}
^3A_2:&\quad 0.07172-0.01695=0.05477,\\
^1E:&\quad 0.10562-0.01695=0.08867,\\
^1A_1:&\quad 0.10562+0.01695=0.12257.
\end{aligned}$$

Measured from the triplet, $^1E$ lies at 0.0339 hartree (0.92 eV) and $^1A_1$ at 0.0678 hartree (1.84 eV). Diagonalizing the repulsion among all six determinants gives these levels with degeneracies 3, 2 and 1, and with the spins and symmetries found above.

The order and the ratio 1:2 do not depend on $\kappa$, but the energies in eV do: within one configuration every gap is proportional to $1/\kappa$. They also depend on the orbitals: making the hybrids orthogonal to the 1s cores lowers $K$ to 0.0165 hartree, and the more diffuse minimal basis MINAO gives 0.0145 hartree ($2K=0.79$ eV). The values illustrate the formula and are not predictions for the crystal.

## Variation 1: let the other configurations mix

*The upper $a_1$ orbital may now give electrons to $e$. What happens to the equal spacing?*

Allow all arrangements of four electrons in $a$, $x$ and $y$. It is convenient to count the two holes in the filled shell $a_1^2e^4$. Let $\varepsilon_p$ be the energy of orbital $p$ in that shell, including its repulsion with all the other electrons. Removing electrons from $p$ and $q$ costs $-\varepsilon_p-\varepsilon_q$, but this subtracts their mutual repulsion twice, so it must be added back once. Two holes therefore repel like two electrons. The same holds for transitions between hole pairs: reordering the two creation and two annihilation operators of the repulsion takes an even number of exchanges, and the integrals are real. The terms of two $e$ holes are thus those found above.

Let $\Delta=\varepsilon_e-\varepsilon_a$. Moving one hole from $e$ to $a$ costs $\Delta$ and produces the configuration $a_1e^3$. Moving both costs $2\Delta$ and produces $e^4$. Hole repulsion is added to these costs.

**The triplet.** The antisymmetric orbital pairs are formed from $xy$, $ax$ and $ay$. The first has symmetry $A_2$ and the other two form an $E$ pair. $^3A_2$ has no partner in this space and does not shift.

**The $^1E$ term.** The state $u$ couples to $(ax+xa)/\sqrt2$, which is also even under the mirror:

$$\tfrac12\big[2(ax|xx)-2(ay|xy)\big]=(ax|xx)-(ay|xy).$$

The densities $(ax,ay)$ transform like $(\rho_u,\rho_w)$. The rotation argument of part 3 gives $(ax|\rho_u)=(ay|\rho_w)$ and $(ax|\rho_0)=0$. Since $xx=\tfrac12(\rho_0+\rho_u)$ and $xy=-\tfrac12\rho_w$,

$$(ax|xx)=\tfrac12(ax|\rho_u)\equiv g,\qquad (ay|xy)=-\tfrac12(ay|\rho_w)=-g.$$

The coupling is $2g$. With $J_{ax}=(aa|xx)$ and $K_{ax}=(ax|ax)$, the matrix is

$$\begin{pmatrix}J_{xx}-K&2g\\2g&\Delta+J_{ax}+K_{ax}\end{pmatrix}.$$

**The $^1A_1$ term.** The state $\Sigma$ couples to $aa$ with $[(xa|xa)+(ya|ya)]/\sqrt2=\sqrt2K_{ax}$. With $J_{aa}=(aa|aa)$, the matrix is

$$\begin{pmatrix}J_{xx}+K&\sqrt2K_{ax}\\\sqrt2K_{ax}&2\Delta+J_{aa}\end{pmatrix}.$$

If the diagonal elements differ by $2d>0$ and the coupling is $v$, the lower root lies below the lower diagonal element by $\sqrt{d^2+v^2}-d$. For the round choice $\Delta=0.08$ hartree, the upper diagonal elements are 0.1994 for $^1E$ and 0.2484 for $^1A_1$, and the couplings are 0.0458 and 0.0447 hartree. The lowerings, in hartree, are

$$\begin{aligned}
^1E:&\quad\sqrt{0.0554^2+0.0458^2}-0.0554\approx0.0165,\\
^1A_1:&\quad\sqrt{0.06293^2+0.04468^2}-0.06293\approx0.0142.
\end{aligned}$$

$^1E$ now lies 0.0174 hartree (0.47 eV) above the triplet and $^1A_1$ 0.0535 hartree (1.46 eV). A direct diagonalization of four electrons in the three orbitals confirms the mixing formulas.

For this value of $\Delta$ the order survives, but the ratio of the two heights falls from 0.50 to 0.33. The absolute shifts are similar, yet the shift of $^1E$ removes about half of its original height, while that of $^1A_1$ removes about a fifth. The rule of equal spacing is therefore a poor quantitative guide in this model, although the term labels are unaffected. The two fractions depend on the shape of $a$: subtracting 0.6 times a normalized nitrogen hybrid from the normalized $a$ and renormalizing, at the same $\Delta$, reduces them to 0.44 and 0.14, while the ratio stays near 0.33. Orbitals outside the three used here would bring further shifts, including a possible shift of $^3A_2$.

## Variation 2: distort the triangle

*Move one carbon atom within its mirror plane, so that this mirror survives and the threefold axis is lost. When does the triplet cease to be lowest?*

Keep the filled orbitals filled, and let $x$ and $y$ be the two remaining orbitals, with one-electron energies $f_x$ and $f_y$. The mirror still forbids their mixing, but it no longer enforces the relation between the integrals. Define

$$m=\tfrac12(J_{xx}+J_{yy})-J_{xy}-2K,\qquad
D=f_y-f_x+\tfrac12(J_{yy}-J_{xx}).$$

The triplet has energy $f_x+f_y+J_{xy}-K$. The singlet with one electron in each orbital has $+K$ instead of $-K$, so it remains $2K$ above the triplet. The pair states $xx$ and $yy$ have diagonal energies $2f_x+J_{xx}$ and $2f_y+J_{yy}$. Their mean is $f_x+f_y+\tfrac12(J_{xx}+J_{yy})$, half their difference is $D$, and their coupling is $K$. Relative to the triplet, their levels are

$$3K+m\pm\sqrt{D^2+K^2}.$$

For $D=m=0$ this returns $2K$ and $4K$. If $m=0$ and $|D|\ll K$, the lower level is approximately $2K-D^2/(2K)$, so the $^1E$ pair splits. For larger $|D|$ the lower singlet increasingly places both electrons in one orbital: $x$ if $D>0$, and $y$ if $D<0$. The triplet is lowest only while

$$\sqrt{D^2+K^2}<3K+m.$$

If $m$ is negligible, squaring gives $|D|<2\sqrt2K$. With $K=0.46$ eV from the symmetric triangle, the limit is about 1.3 eV. This holds only while $a$ stays filled: with the mixing of Variation 1, the symmetric integrals and $\Delta=0.08$ hartree measured to the mean of the two levels, the crossing comes already near $|D|=0.9$ eV.

As a check that the symmetry is needed, move carbon 1, which carries $h_1$, outward by 0.3 bohr and keep the same combinations $x$ and $y$, renormalized. Then $m=0.00025$ hartree, less than one per cent of the symmetric value of $2K$. The relation between the integrals therefore fails. This value depends on the basis even in sign (0.00032 hartree in STO-6G, $-0.00006$ hartree in MINAO). It holds for the frozen combinations and need not stay small when the orbitals adjust. Without the threefold axis, $x$ and $a$ are both even under the mirror, the frozen $x$ is no longer orthogonal to $a$, and the two can mix. Replacing $x$ by $x+\theta a$ changes $J_{xx}$ by $4\theta(ax|xx)=4\theta g$, $J_{xy}$ by $2\theta(ax|yy)=-2\theta g$ (since $(ax|\rho_0)=0$), and $K$ by $2\theta(ay|xy)=-2\theta g$, to first order. Thus $m$ changes by $8\theta g\approx0.18\,\theta$ hartree, and an admixture of only $\theta\approx0.0014$ would change $m$ by as much as its frozen value. The overlap of the frozen $x$ with $a$ is $-0.012$, and merely making $x$ orthogonal to $a$ raises $m$ to 0.0026 hartree, about 8 per cent of $2K$. The self-consistent mixing was not calculated. The level splitting $D$ was not calculated, so this number does not say how close the distorted model is to the change of ground state.

The numerical output below lists the integrals and levels.

## Calculated quantities

```
carbon-vacancy distance: 2.9 bohr
screening factor: 5.0
level separation Delta: 0.080 hartree
overlap of two hybrids: 0.1238
J_xx: 0.105618 hartree
J_xy: 0.071720 hartree
K: 0.016949 hartree = 0.4612 eV
K from Fourier integral: 0.016949 hartree
J_xx - J_xy: 0.033897 hartree
2K: 0.033897 hartree
identity mismatch, one carbon moved 0.3 bohr: 0.000254 hartree
term, states, S^2, character C3, character mirror, repulsion (hartree)
3A2: 3, 2.00, 1.00, -1.00, 0.054772
1E: 2, 0.00, -1.00, -0.00, 0.088669
1A1: 1, 0.00, 1.00, 1.00, 0.122566
single configuration, above 3A2:
1E: 0.033897 hartree = 0.9224 eV
1A1: 0.067794 hartree = 1.8448 eV
g: 0.022877 hartree
J_ax: 0.087826 hartree
K_ax: 0.031593 hartree
J_aa: 0.088426 hartree
1E coupling 2g: 0.045754 hartree
1A1 coupling sqrt(2) K_ax: 0.044680 hartree
upper 1E diagonal element: 0.199419 hartree
upper 1A1 diagonal element: 0.248426 hartree
with mixing in the three orbitals, above 3A2:
1E: 0.017440 hartree = 0.4746 eV
1A1: 0.053546 hartree = 1.4571 eV
lowering of 1E: 0.016457 hartree
lowering of 1A1: 0.014248 hartree
ratio of 1E to 1A1 height, unmixed: 0.5000
ratio of 1E to 1A1 height, mixed: 0.3257
```
